**Dirac levels in mixed scalar and vector Coulomb fields**

The program tests the bound levels E = m[−a_s a_v ± N√(N² + a_v² − a_s²)]/(N² + a_v²), where N = n + γ and γ = √(κ² + a_s² − a_v²). Here a_s and a_v are the scalar and vector couplings, κ is the Dirac quantum number and n = 0, 1, 2, … It integrates a phase angle of the radial equations, using neither γ nor the level formula, and asserts that every level found in nine energy windows agrees with the formula in number and value. The largest deviation printed is about 10⁻⁹ mc². It also asserts that closed-form wave functions satisfy the radial equations, and that pure scalar levels pair as (κ, E) and (−κ, −E). For the lowest positive-energy scalar state, the output shows a mean radius that stays above 2.68 ħ/(mc). A cutoff test shows the phase falling by π for a vector coupling of 1.2 alone, and no shift once a scalar coupling of 1 is added.

## Check in Python

```python
"""Dirac particle in scalar -a_s/r (added to the mass) and vector -a_v/r.
Result under test (hbar = c = m = 1):
  gamma = sqrt(kappa^2 + a_s^2 - a_v^2),  N = n + gamma,
  E = [-a_s a_v +- N sqrt(N^2 + a_v^2 - a_s^2)] / (N^2 + a_v^2).
Upper branch: n >= 0 for kappa < 0, n >= 1 for kappa > 0.
Lower branch: only for a_s > a_v; n >= 0 for kappa > 0, n >= 1 for kappa < 0.
P, Q are the upper and lower radial functions (times r); kappa is the Dirac
quantum number. Energies are in mc^2, lengths in hbar/(mc).
"""
import math
import numpy as np
from scipy.integrate import odeint
from scipy.optimize import brentq, minimize_scalar

R_INNER, R_MATCH, R_OUTER = 1e-8, 3.0, 100.0


def exponent(a_s, a_v, kappa):
    return math.sqrt(kappa**2 + a_s**2 - a_v**2)


def level(a_s, a_v, kappa, n, branch):
    N = n + exponent(a_s, a_v, kappa)
    root = math.sqrt(N**2 + a_v**2 - a_s**2)
    return (-a_s * a_v + branch * N * root) / (N**2 + a_v**2)


def predicted_levels(a_s, a_v, kappa, low, high):
    found = []
    for branch in (1, -1):
        if branch == -1 and a_s <= a_v:
            continue
        for n in range(60):
            if n == 0 and branch * kappa > 0:
                continue
            energy = level(a_s, a_v, kappa, n, branch)
            if low < energy < high:
                found.append((energy, n, branch))
    return sorted(found)


# Phase angle: P = rho cos(theta), Q = rho sin(theta), x = ln r.
# The equation follows directly from the radial Dirac equations.
def angle_slope(theta, x, energy, a_s, a_v, kappa):
    r = math.exp(x)
    c, s = math.cos(2 * theta[0]), math.sin(2 * theta[0])
    return [kappa * s - r * (energy - c) - a_v - a_s * c]


def angle_at_match(energy, a_s, a_v, kappa, r_start):
    result = odeint(angle_slope, [-math.pi / 4],
                    [math.log(r_start), math.log(R_MATCH)],
                    args=(energy, a_s, a_v, kappa),
                    rtol=1e-10, atol=1e-10, mxstep=50000)
    return float(result[-1, 0])


def mismatch(energy, a_s, a_v, kappa):
    return (angle_at_match(energy, a_s, a_v, kappa, R_INNER)
            - angle_at_match(energy, a_s, a_v, kappa, R_OUTER))


def numerical_levels(a_s, a_v, kappa, low, high):
    """All levels in the window: the mismatch falls with energy and is a
    multiple of pi exactly at a level."""
    top = mismatch(low, a_s, a_v, kappa) / math.pi
    bottom = mismatch(high, a_s, a_v, kappa) / math.pi
    return sorted(
        brentq(lambda e: mismatch(e, a_s, a_v, kappa) - k * math.pi,
               low, high, xtol=1e-10)
        for k in range(math.ceil(bottom), math.floor(top) + 1))


def radial_functions(r, a_s, a_v, kappa, n, branch):
    """Closed-form P and Q from the terminating power series."""
    gamma = exponent(a_s, a_v, kappa)
    energy = level(a_s, a_v, kappa, n, branch)
    lam = math.sqrt(1 - energy**2)
    nu = (a_s + a_v * energy) / lam
    mu = (a_v + a_s * energy) / lam
    f, g = np.zeros(n + 1), np.zeros(n + 1)
    if n == 0:
        f[0] = 1.0
    else:
        g[0] = 1.0
        for j in range(1, n):
            g[j] = 2 * lam * (gamma + j - nu) / (j * (j + 2 * gamma)) * g[j - 1]
        for j in range(n):
            f[j] = (mu - kappa) * g[j] / (gamma + j - nu)
        f[n] = 2 * lam * g[n - 1] / (kappa + mu)
    envelope = r**gamma * np.exp(-lam * r)
    F = envelope * np.polynomial.polynomial.polyval(r, f)
    G = envelope * np.polynomial.polynomial.polyval(r, g)
    return math.sqrt(1 + energy) * (F + G), math.sqrt(1 - energy) * (G - F)


# Exponents at the origin from the matrix multiplying 1/r.
print("Energies in mc^2, lengths in hbar/(mc)")
for a_s, a_v, kappa in [(1, 0, -1), (5, 0, -1), (1, 0.5, 1),
                        (1, 1.2, -1), (0, 0.6, -1)]:
    matrix = np.array([[-kappa, a_v - a_s], [-(a_s + a_v), kappa]], float)
    largest = max(np.linalg.eigvals(matrix).real)
    assert abs(largest - exponent(a_s, a_v, kappa)) < 1e-10
    print(f"gamma for a_s={a_s}, a_v={a_v}, |kappa|=1: {largest:.5f}")
matrix = np.array([[1, 1.2], [-1.2, -1]])
eigenvalues = np.linalg.eigvals(matrix)
sigma = math.sqrt(1.2**2 - 1)
assert np.max(np.abs(eigenvalues.real)) < 1e-10
assert abs(np.max(eigenvalues.imag) - sigma) < 1e-10
print(f"pure vector a_v=1.2: exponents +-i sigma, sigma = {sigma:.5f}")

# Complete level lists, integration against formula.
print("Levels: energy(n, branch); dev = largest |numerical - formula|")
cases = [(1, 0, -1, -0.965, 0.965), (1, 0, 1, -0.965, 0.965),
         (1, 0, -2, -0.965, 0.965), (5, 0, -1, -0.80, 0.80),
         (1, 0.5, -1, -0.98, 0.955), (1, 0.5, 1, -0.98, 0.955),
         (1, 1.2, -1, -0.98, 0.94), (1, 1.2, 1, -0.98, 0.94),
         (0, 0.6, -1, -0.98, 0.97)]
numerical = {}
for a_s, a_v, kappa, low, high in cases:
    formula = predicted_levels(a_s, a_v, kappa, low, high)
    direct = numerical_levels(a_s, a_v, kappa, low, high)
    numerical[a_s, a_v, kappa] = np.array(direct)
    assert len(direct) == len(formula), (a_s, a_v, kappa, direct, formula)
    deviation = max(abs(d - p[0]) for d, p in zip(direct, formula))
    assert deviation < 1e-6, (a_s, a_v, kappa, deviation)
    print(f"a_s={a_s} a_v={a_v} kappa={kappa:+d} "
          f"window ({low}, {high}) dev={deviation:.0e}")
    print("  " + " ".join(f"{e:.5f}({n}{'+' if b > 0 else '-'})"
                          for e, n, b in formula))

# Pure scalar symmetry: (kappa, E) <-> (-kappa, -E).
pair_error = np.max(np.abs(numerical[1, 0, -1]
                           + numerical[1, 0, 1][::-1]))
assert pair_error < 1e-6
own = numerical[1, 0, -1]
assert np.max(np.abs(own + own[::-1])) > 0.1
print(f"a_s=1: |E(kappa=-1) + E(kappa=+1)| at most {pair_error:.0e}")
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha = [np.kron(pauli[0], s) for s in pauli]
beta = np.kron(pauli[2], np.eye(2))
gamma5 = -1j * alpha[0] @ alpha[1] @ alpha[2]
swap = beta @ gamma5
for matrix in alpha + [beta]:
    assert np.allclose(swap @ matrix + matrix @ swap, 0)

# Closed-form wave functions inserted into the radial Dirac equations.
r = np.linspace(0.3, 15, 200)
step = 1e-4
worst = 0.0
for a_s, a_v, kappa, n, branch in [(1, 0.5, 1, 2, 1), (1, 0.5, 1, 2, -1),
                                   (1, 0.5, -1, 3, -1), (1, 0.5, 1, 0, -1),
                                   (1, 1.2, -1, 0, 1), (5, 0, -1, 1, -1)]:
    state = (a_s, a_v, kappa, n, branch)
    energy = level(*state)
    P, Q = radial_functions(r, *state)
    P_up, Q_up = radial_functions(r + step, *state)
    P_down, Q_down = radial_functions(r - step, *state)
    mass = 1 - a_s / r
    kinetic = energy + a_v / r
    first = (P_up - P_down) / (2 * step) + kappa * P / r - (kinetic + mass) * Q
    second = (Q_up - Q_down) / (2 * step) - kappa * Q / r - (mass - kinetic) * P
    scale = max(np.max(np.abs(P)), np.max(np.abs(Q)))
    worst = max(worst, np.max(np.abs(first)) / scale,
                np.max(np.abs(second)) / scale)
assert worst < 1e-5
print(f"largest relative residual of closed-form states: {worst:.0e}")

# Lowest positive-energy state of pure scalar coupling does not shrink.
def mean_radius(a_s):
    gamma = math.sqrt(1 + a_s**2)
    return gamma * (2 * gamma + 1) / (2 * a_s)


print("Pure scalar, kappa=-1, n=0:  a_s, E, lambda, <r>")
grid = np.linspace(0, 100, 40001)
for a_s in (0.5, 1.0, 2.0, 5.0, 10.0):
    P, Q = radial_functions(grid, a_s, 0, -1, 0, 1)
    density = P**2 + Q**2
    radius = np.sum(grid * density) / np.sum(density)
    assert abs(radius - mean_radius(a_s)) < 1e-5
    assert radius > 1.5
    energy = level(a_s, 0, -1, 0, 1)
    assert abs(energy - 1 / math.sqrt(1 + a_s**2)) < 1e-12
    print(f"  {a_s:5.1f} {energy:.5f} {math.sqrt(1-energy**2):.5f} {radius:.5f}")
best = minimize_scalar(mean_radius, bounds=(0.1, 10), method="bounded")
assert best.fun > 1.5
print(f"smallest <r> = {best.fun:.4f} at a_s = {best.x:.3f}")

# Cutoff test: reduce the inner radius by exp(-pi/sigma) at energy zero.
ratio = math.exp(-math.pi / sigma)
print(f"inner cutoff 1e-6 reduced by factor {ratio:.6f}, E = 0, kappa=-1")
for a_s, a_v, expected in [(0, 1.2, -1), (1.2, 0, 0), (1, 1.2, 0)]:
    shift = (angle_at_match(0.0, a_s, a_v, -1, 1e-6 * ratio)
             - angle_at_match(0.0, a_s, a_v, -1, 1e-6)) / math.pi
    assert abs(shift - expected) < 1e-4
    print(f"  a_s={a_s} a_v={a_v}: phase shift/pi = {shift + 0.0:.5f}")
critical = brentq(lambda v: np.linalg.det(
    np.array([[1, v - 1], [-(1 + v), -1]])), 0.5, 3)
assert abs(critical - math.sqrt(2)) < 1e-9
print(f"critical a_v for a_s=1, |kappa|=1: {critical:.5f}")
print("checks complete")
```

Running it gives:

```
Energies in mc^2, lengths in hbar/(mc)
gamma for a_s=1, a_v=0, |kappa|=1: 1.41421
gamma for a_s=5, a_v=0, |kappa|=1: 5.09902
gamma for a_s=1, a_v=0.5, |kappa|=1: 1.32288
gamma for a_s=1, a_v=1.2, |kappa|=1: 0.74833
gamma for a_s=0, a_v=0.6, |kappa|=1: 0.80000
pure vector a_v=1.2: exponents +-i sigma, sigma = 0.66332
Levels: energy(n, branch); dev = largest |numerical - formula|
a_s=1 a_v=0 kappa=-1 window (-0.965, 0.965) dev=6e-10
  -0.95615(2-) -0.91018(1-) 0.70711(0+) 0.91018(1+) 0.95615(2+)
a_s=1 a_v=0 kappa=+1 window (-0.965, 0.965) dev=9e-10
  -0.95615(2-) -0.91018(1-) -0.70711(0-) 0.91018(1+) 0.95615(2+)
a_s=1 a_v=0 kappa=-2 window (-0.965, 0.965) dev=3e-10
  -0.95106(1-) 0.89443(0+) 0.95106(1+)
a_s=5 a_v=0 kappa=-1 window (-0.8, 0.8) dev=6e-10
  -0.78668(3-) -0.70988(2-) -0.57264(1-) 0.19612(0+) 0.57264(1+) 0.70988(2+) 0.78668(3+)
a_s=1 a_v=0.5 kappa=-1 window (-0.98, 0.955) dev=4e-10
  -0.97538(1-) 0.41144(0+) 0.79825(1+) 0.89978(2+) 0.94039(3+)
a_s=1 a_v=0.5 kappa=+1 window (-0.98, 0.955) dev=7e-10
  -0.97538(1-) -0.91144(0-) 0.79825(1+) 0.89978(2+) 0.94039(3+)
a_s=1 a_v=1.2 kappa=-1 window (-0.98, 0.94) dev=1e-09
  -0.22583(0+) 0.46018(1+) 0.73057(2+) 0.84366(3+) 0.89907(4+) 0.92980(5+)
a_s=1 a_v=1.2 kappa=+1 window (-0.98, 0.94) dev=8e-10
  0.46018(1+) 0.73057(2+) 0.84366(3+) 0.89907(4+) 0.92980(5+)
a_s=0 a_v=0.6 kappa=-1 window (-0.98, 0.97) dev=5e-10
  0.80000(0+) 0.94868(1+)
a_s=1: |E(kappa=-1) + E(kappa=+1)| at most 5e-10
largest relative residual of closed-form states: 3e-08
Pure scalar, kappa=-1, n=0:  a_s, E, lambda, <r>
    0.5 0.89443 0.44721 3.61803
    1.0 0.70711 0.70711 2.70711
    2.0 0.44721 0.89443 3.05902
    5.0 0.19612 0.98058 5.70990
   10.0 0.09950 0.99504 10.60249
smallest <r> = 2.6822 at a_s = 1.152
inner cutoff 1e-6 reduced by factor 0.008773, E = 0, kappa=-1
  a_s=0 a_v=1.2: phase shift/pi = -1.00000
  a_s=1.2 a_v=0: phase shift/pi = -0.00000
  a_s=1 a_v=1.2: phase shift/pi = -0.00000
critical a_v for a_s=1, |kappa|=1: 1.41421
checks complete
```
